# How a finite broadening shifts and removes GW quasiparticle solutions

## Question

I evaluate the GW self-energy on the real frequency axis with a small imaginary part $i\eta$ in the denominators. I have regarded $\eta$ as a harmless device that keeps the integrand finite and gives peaks a width. For the highest occupied level of a molecule this seems right: changing $\eta$ does almost nothing. For an inner-valence level, however, the quasiparticle equation has two strong solutions at small $\eta$ and one at $\eta=1$ eV.

Does $\eta$ move the real part of the self-energy? Can it really merge two quasiparticles? And would contour deformation cure the problem?

## Answer

It does move the real part, and near a self-energy pole it can remove a solution. For a single pole that does not lie exactly at the level energy, though, what merges is one physical solution with an unphysical one that the broadening itself created. Contour deformation helps if you use it to set $\eta=0$; the change of contour alone does not.

I assume a discrete spectrum, real orbitals and a diagonal self-energy, and use time-ordered functions. Frequencies are written as energies.

### Where the broadening enters

For the self-energy of orbital $p$, each intermediate orbital $m$ contributes

$$\Sigma_m(\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,G_m(\omega+\omega')W_m(\omega').$$

Here $G_m(z)=1/(z-\epsilon_m\pm i\eta_G)$, with the upper sign for empty and the lower for occupied orbitals. $W_m$ is the matrix element of the correlation part of the screened interaction. For one excitation of energy $\Omega$ and coupling strength $A>0$, which has the unit of energy squared,

$$W_m(z)=A\left[\frac1{z-b}-\frac1{z+b}\right]=\frac{2bA}{z^2-b^2},\qquad b=\Omega-i\eta_W.$$

Several excitations simply add. The integrand falls as $1/|\omega'|^3$, so a large arc contributes nothing.

For an empty orbital, the poles of $G_m$ and the pole $+b$ lie in the lower half-plane. Closing above encloses only $-b$, where $W_m$ has residue $-A$. The prefactor is $(i/2\pi)(2\pi i)=-1$, hence

$$\Sigma_m=A\,G_m(\omega-b)=\frac{A}{\omega-\epsilon_m-\Omega+i(\eta_G+\eta_W)}.$$

For an occupied orbital, closing below encloses only $+b$, with residue $A$. The clockwise direction gives $(i/2\pi)(-2\pi i)=1$, hence

$$\Sigma_m=A\,G_m(\omega+b)=\frac{A}{\omega-\epsilon_m+\Omega-i(\eta_G+\eta_W)}.$$

The two broadenings add: $\eta=\eta_G+\eta_W$. Number all poles by $j$, with positions $p_j$ and strengths $A_j$, and put $x_j=\omega-p_j$. Since the real part of $1/(x\pm i\eta)$ is $x/(x^2+\eta^2)$,

$$S_\eta(\omega)\equiv\mathrm{Re}\,\Sigma_c(\omega)=\sum_j\frac{A_jx_j}{x_j^2+\eta^2}.$$

### The shift of the real part

Subtracting the unbroadened term gives

$$\frac{x}{x^2+\eta^2}-\frac1x=\frac{x^2-(x^2+\eta^2)}{x(x^2+\eta^2)}=-\frac{\eta^2}{x(x^2+\eta^2)}.$$

Therefore

$$S_\eta-S_0=-\sum_j\frac{A_j\eta^2}{x_j(x_j^2+\eta^2)}\simeq-\eta^2\sum_j\frac{A_j}{x_j^3}\quad(|x_j|\gg\eta).$$

The estimate "$\eta^2$ over distance cubed" thus needs the pole strength as a factor, and it holds only far from the poles. Poles above and below $\omega$ shift the self-energy in opposite directions. Relative to its unbroadened value $A/x$, a single pole term loses the fraction $\eta^2/(x^2+\eta^2)$: half of it at $|x|=\eta$. The broadened term never exceeds $A/(2\eta)$ in magnitude, whereas the true one diverges. The loss of this divergence is what allows solutions to disappear, as derived below.

As an example, take levels at $-6$ eV (occupied) and $1$ eV (empty), $\Omega=5$ eV and $A=1\ \mathrm{eV}^2$ for both. The poles are at $-6-5=-11$ eV and $1+5=6$ eV. Let $\eta_G=\eta_W=0.05$ eV, so $\eta=0.1$ eV.

- At $\omega=8$ eV the distances are 2 and 19 eV, and $S_0=1/2+1/19=0.5526$ eV. The shift is $-1.25$ meV, dominated by $-0.01/(2\times4.01)$ eV. The inverse-cube law agrees at this precision.
- At $\omega=6.2$ eV the near pole is 0.2 eV away. $S_0=5.058$ eV falls to $4.058$ eV, a shift of $-0.01/(0.2\times0.05)=-1.00$ eV. The inverse-cube law gives $-1.25$ eV, which is 25% too large relative to the actual shift.

### What contour deformation changes

Rotate the integration path from the real to the imaginary axis. It sweeps the first and third quadrants. The poles of $W_m$ lie in the other two, so only poles of $G_m$ can be crossed. They lie at $\omega'=\epsilon_m-\omega\mp i\eta_G$ (upper sign for empty orbitals). An occupied orbital with $\epsilon_m>\omega$ therefore has its pole in the first quadrant, and an empty one with $\epsilon_m<\omega$ in the third.

The closed path made of the real axis, traversed to the right, and the imaginary axis, traversed downward, runs counterclockwise around the first quadrant and clockwise around the third. Thus

$$\int_{\rm real}=\int_{-i\infty}^{i\infty}+2\pi i\sum_{\rm first}\mathrm{Res}-2\pi i\sum_{\rm third}\mathrm{Res}.$$

Multiply by $i/2\pi$ and set $\omega'=i\nu$, $d\omega'=i\,d\nu$ on the imaginary axis:

$$\begin{aligned}\Sigma_c(\omega)=&-\frac1{2\pi}\sum_m\int_{-\infty}^{\infty}d\nu\,G_m(\omega+i\nu)W_m(i\nu)\\&-\sum_{\substack{m\ \rm occ\\ \epsilon_m>\omega}}W_m(\epsilon_m-\omega+i\eta_G)+\sum_{\substack{m\ \rm empty\\ \epsilon_m<\omega}}W_m(\epsilon_m-\omega-i\eta_G).\end{aligned}$$

With the same $\eta_G$ and $\eta_W$ this is the same function as before, with the same shift. The gain is that $\eta$ is no longer needed for the integration. If $\omega$ differs from every orbital energy, the imaginary-axis integrand is smooth at $\eta=0$. The residue terms are then finite real numbers unless $\omega$ sits on a self-energy pole. If $\eta_W$ is kept in the residue terms, the broadening returns: for an empty orbital the second part of $W_m$ gives $A/(\omega-\epsilon_m-\Omega+i\eta_W)$ when $\eta_G=0$.

### From the self-energy to the quasiparticle energy

Let $\epsilon$ be the energy of orbital $p$ including static exchange. By a solution I mean a real root of

$$F_\eta(E)=E-\epsilon-S_\eta(E)=0.$$

Let $E_0$ be a root at $\eta=0$, and let both $\eta$ and the shift $\delta E$ be small compared with its distance from every pole; the condition on $\eta$ is what allows the inverse-cube form of $S_\eta-S_0$. Expanding to first order gives $\delta E-S_0'(E_0)\delta E-(S_\eta-S_0)=0$. Since $S_0'=-\sum_jA_j/x_j^2$,

$$\delta E\simeq-Z\eta^2\sum_j\frac{A_j}{x_j^3},\qquad Z=\frac1{1-S_0'}=\frac1{1+\sum_jA_j/x_j^2},$$

with $x_j=E_0-p_j$. The equation depends on $\eta$ through $\eta^2$, so an isolated root has the expansion $E(\eta)=E_0+c\eta^2+O(\eta^4)$. The combination $[4E(\eta/2)-E(\eta)]/3$ cancels the term in $c$. This works only while the same root can be followed down to $\eta=0$.

At $\eta=0$ all solutions follow from one symmetric matrix. Its diagonal is $(\epsilon,p_1,p_2,\ldots)$, and its first row and column contain the couplings $\sqrt{A_j}$. The eigenvalue equations are

$$(E-\epsilon)c_0=\sum_j\sqrt{A_j}\,c_j,\qquad(E-p_j)c_j=\sqrt{A_j}\,c_0.$$

Eliminating $c_j$ gives $F_0(E)=0$. Normalization gives $c_0^2(1+\sum_jA_j/x_j^2)=1$, so $c_0^2=Z$. Every physical solution therefore has $0<Z\le1$.

### How a solution disappears

Keep one pole, and measure energies from it: $x=E-p$, $d=\epsilon-p$. Then

$$x-d=\frac{Ax}{x^2+\eta^2}.$$

At $\eta=0$ this is $x^2-dx-A=0$. The two roots have product $-A$, so they lie on opposite sides of the pole. Their sum is $d$, so the root on the same side as $\epsilon$ is farther from the pole and, by $Z=1/(1+A/x^2)$, has the larger weight.

At finite $\eta$, multiplying out gives a cubic:

$$x^3-dx^2+(\eta^2-A)x-d\eta^2=0.$$

For $\eta^2\ll A$ and $\eta|d|\ll A$ there is a third root near the pole. Dropping $x^3$ and $dx^2$ gives $x\simeq-d\eta^2/(A-\eta^2)$. Then $|x|\simeq|d|\eta^2/A\ll\eta$, and relative to $Ax$ the dropped terms are $x^2/A\ll\eta^2/A$ and $|dx|/A\simeq(\eta d/A)^2$, both small. The broadened self-energy has slope

$$S_\eta'=\frac{A(\eta^2-x^2)}{(x^2+\eta^2)^2},$$

which is about $A/\eta^2>1$ there. Its $Z=1/(1-S_\eta')$ is negative. This root is spurious: it exists because the broadened curve passes continuously through the pole, where the true curve jumps.

Two roots meet when $F_\eta'=0$ as well, that is, when $S_\eta'=1$:

$$(x^2+\eta^2)^2=A(\eta^2-x^2).$$

Set $x^2+\eta^2=As$. Then $\eta^2-x^2=As^2$, and half the sum and half the difference are

$$\eta_c^2=\frac{As(1+s)}2,\qquad x^2=\frac{As(1-s)}2,\qquad0<s\le1.$$

The root equation becomes $d=x(1-1/s)$, so

$$d^2=x^2\frac{(1-s)^2}{s^2}=\frac{A(1-s)^3}{2s}.$$

As $s$ rises from 0 to 1, $d^2$ falls from infinity to zero while $\eta_c^2$ rises from zero to $A$. Each $|d|$ therefore has one threshold, with three real roots below it and one above. Because $1-1/s<0$ for $s<1$, the meeting point lies across the pole from $\epsilon$. The physical solution with the smaller $Z$ annihilates with the spurious one.

Two limits show what sets the threshold:

- For $d=0$ the equation is $x(x^2+\eta^2-A)=0$. The physical roots $\pm\sqrt{A-\eta^2}$ meet each other and the spurious root at $\eta=\sqrt A$. In this symmetric case the two physical solutions do merge.
- For large $|d|$, $s\simeq A/(2d^2)$ and $\eta_c\simeq A/(2|d|)$. The ceiling $A/(2\eta)$ must reach about $|d|$ for the second solution to exist. A weakly coupled satellite is thus lost at small $\eta$.

For $A=1\ \mathrm{eV}^2$ and $d=1$ eV, solving $(1-s)^3=2s$ numerically gives $s=0.2291$. Hence $\eta_c=\sqrt{0.2291\times1.2291/2}=0.375$ eV, and the roots meet at $x=-0.297$ eV. The roots of the cubic are, in eV:

| $\eta$ | lower physical | spurious | upper physical |
|---|---|---|---|
| 0 | −0.618 | none | 1.618 |
| 0.1 | −0.606 | −0.010 | 1.616 |
| 0.3 | −0.488 | −0.115 | 1.603 |
| 0.4 | none | none | 1.591 |

At $\eta=0$ the weights are 0.276 and 0.724. The weaker solution vanishes; the stronger one moves by only 0.027 eV up to $\eta=0.4$ eV.

### Merged roots are not merged peaks

The spectral function follows a different criterion. Take $d=0$ and put $\eta$ in the self-energy only, with the sign for a pole above the Fermi level:

$$G=\frac1{x-A/(x+i\eta)}=\frac{x+i\eta}{x^2-A+i\eta x}.$$

Multiplying by the conjugate denominator leaves the imaginary numerator $\eta(x^2-A)-\eta x^2=-\eta A$, so

$$-\frac1\pi\mathrm{Im}\,G=\frac1\pi\frac{\eta A}{(x^2-A)^2+\eta^2x^2}.$$

The denominator is smallest when $2(x^2-A)+\eta^2=0$, or $x^2=A-\eta^2/2$. Two peaks therefore persist until $\eta=\sqrt{2A}$, beyond the root threshold $\sqrt A$. For $A=1\ \mathrm{eV}^2$ and $\eta=1.2$ eV, the peaks are at $\pm0.529$ eV, while the one real root, $x=0$, marks the minimum between them.

### A molecule: water

Both of your observations appear in water (O–H 0.96 Å, angle 104.5°), treated with $G_0W_0$ on Hartree–Fock in the 6-31G basis. This basis is too small for converged energies, and the number and weights of the inner-valence solutions depend on the basis: cc-pVDZ also gives two strong 2a₁ solutions ($Z=0.69$ and $0.22$), whereas 6-31++G\*\* gives one ($Z=0.80$, the next having $0.05$). The strongest 2a₁ solution itself moves from $-34.85$ eV in 6-31G to $-33.35$ eV in cc-pVDZ, $-33.38$ eV in cc-pVTZ and $-32.84$ eV in aug-cc-pVDZ. The numbers below illustrate the effect of $\eta$ for one set of poles; they do not predict the spectrum of water. Here $\epsilon$ is the Hartree–Fock orbital energy, which already contains the exchange.

The poles come from the direct random-phase approximation. Let $D$ be the diagonal matrix of occupied-to-empty orbital gaps, $K$ the matrix of Coulomb integrals $(ia|jb)$ between these pairs, and $g_m$ the vector of integrals $(pm|ia)$. The spin-summed independent response is $\chi_0=2[(z-D)^{-1}-(z+D)^{-1}]=4D(z^2-D^2)^{-1}$. From $\chi=\chi_0+\chi_0K\chi$,

$$\chi=(\chi_0^{-1}-K)^{-1}=4D^{1/2}\left[z^2-D^2-4D^{1/2}KD^{1/2}\right]^{-1}D^{1/2}.$$

Let $v_s$ be the normalized eigenvectors of $D^2+4D^{1/2}KD^{1/2}$, with eigenvalues $\Omega_s^2$. Then $W_m=g_m^T\chi g_m=\sum_s4(g_m^TD^{1/2}v_s)^2/(z^2-\Omega_s^2)$. Comparison with $2\Omega_sA_{ms}/(z^2-\Omega_s^2)$ gives $A_{ms}=2(g_m^TD^{1/2}v_s)^2/\Omega_s$. The $\eta=0$ solutions then come from diagonalizing the matrix described above.

**Highest occupied level.** The solution is at $-12.05$ eV with $Z=0.957$, and the nearest coupled pole is 23 eV away. Solving $F_\eta=0$ by bracketed root finding gives a shift of $-0.0067$ meV at $\eta=0.1$ eV and $-0.67$ meV at $\eta=1$ eV, a factor of 100 for a tenfold $\eta$. Combining $\eta=1$ and $0.5$ eV leaves an error of about $10^{-4}$ meV relative to the $\eta=0$ solution. These values depend on the basis: cc-pVTZ gives $-12.79$ eV and a shift of $-0.84$ meV at $\eta=1$ eV, and aug-cc-pVDZ gives $-12.48$ eV, a nearest pole 18 eV away and a shift of $-1.36$ meV. In these bases the shift stays near 1 meV, so here your "harmless device" is a fair description.

**Inner-valence level 2a₁.** The two strongest solutions are $a$ at $-34.854$ eV ($Z=0.672$) and $b$ at $-32.911$ eV ($Z=0.246$). I located the positive-$Z$ roots at finite $\eta$ as upward zero crossings of $F_\eta$, on a grid of 0.0005 eV between $-60$ and $-25$ eV:

| $\eta$ (eV) | roots with $Z>0$ | nearest to $a$ (eV) | nearest to $b$ (eV) |
|---|---|---|---|
| 0.01 | 7 | −34.854 | −32.911 |
| 0.1 | 2 | −34.852 | −32.925 |
| 0.3 | 2 | −34.838 | −33.111 |
| 1.0 | 1 | −34.701 | −34.701 |

At $\eta=0$ this window holds eight solutions with $Z>0.001$, but only $a$ and $b$ exceed 0.01. By $\eta=0.1$ eV only two roots remain. At 1 eV solution $b$ is gone as well, and the nearest root is 1.79 eV from its original position.

The one-pole model explains the loss of $b$. The nearest pole to both solutions is at $-33.428$ eV, between them: $x_a=-1.426$ eV and $x_b=0.517$ eV. Suppose the other poles give a background that is linear in energy and unaffected by $\eta$. Write this background as $c+kx$, with $k<0$. The root equation is then $(1-k)x-(d+c)=Ax/(x^2+\eta^2)$, and dividing by $1-k$ restores the one-pole form with effective parameters $d'=(d+c)/(1-k)$ and $A'=A/(1-k)$. The sum and product of its $\eta=0$ roots give

$$d'=x_a+x_b=-0.909\ \mathrm{eV},\qquad A'=-x_ax_b=0.738\ \mathrm{eV}^2.$$

Then $(1-s)^3/(2s)=d'^2/A'=1.12$, so $s\simeq0.216$ and $\eta_c\simeq\sqrt{0.738\times0.216\times1.216/2}\simeq0.31$ eV. With all poles kept, $b$ meets a negative-$Z$ root near $-33.18$ eV at $\eta=0.310$ eV, in agreement with this estimate. The threshold depends on the basis: in cc-pVDZ it is 0.185 eV. Since $d'<0$, the model also predicts that the solution above the pole, $b$, is the one lost.

For your inner-valence level, then, calculate the solutions at $\eta=0$, or reduce $\eta$ until each root you report follows the quadratic law, and reject roots with negative $Z$. Extrapolating from $\eta=1$ eV cannot recover a solution that is no longer there. These conclusions concern a discrete spectrum; I have not treated a continuum.
